# Shockley's Lucky-Electron Probability and the Ionization Coefficient It Implies

## Definitions and conventions

An electron in a uniform field of magnitude \(F\) feels a force of magnitude \(eF\), with \(e>0\). The coordinate \(x\) is measured along this force, so the electron gains energy as \(x\) increases, and no minus sign from its charge appears below. The same formulas hold for a hole.

Four quantities must be kept apart:

- \(E_i\) is the kinetic energy a carrier needs to ionize, that is, to create an electron–hole pair. It is an input here.
- \(\lambda\) is the mean free path between collisions that do not ionize, chiefly phonon collisions.
- \(P\) is the probability that a carrier starting at rest reaches \(E_i\) before it collides. It is a pure number.
- \(\alpha\) is the ionization coefficient, the mean number of ionizations per unit length made by one followed carrier. It is an inverse length.

The model rests on these assumptions:

1. The collision probability per unit path is constant and equal to \(1/\lambda\).
2. Every collision returns the carrier to zero energy.
3. Ionization is certain as soon as the energy reaches \(E_i\), and it also leaves the carrier at zero energy.

The probability \(P\) needs the first assumption and a start at rest. The coefficient \(\alpha\) needs all three. Assumptions 3, 1 and 2 are relaxed in that order in the later parts.

## The distribution of collision-free distances

Let \(S(x)\) be the probability that a carrier has travelled a distance \(x\) without colliding. To survive to \(x+dx\) it must first survive to \(x\) and then avoid a collision in the next element, which has probability \(1-dx/\lambda\). Hence

\[
S(x+dx)=S(x)\left(1-\frac{dx}{\lambda}\right),
\qquad
\frac{dS}{dx}=-\frac{S}{\lambda}.
\]

With \(S(0)=1\), integration gives

\[
S(x)=e^{-x/\lambda}.
\]

The probability that the first collision lies between \(x\) and \(x+dx\) is \(-dS=e^{-x/\lambda}dx/\lambda\). The mean collision-free distance is

\[
\int_0^\infty x\,\frac{e^{-x/\lambda}}{\lambda}\,dx=\lambda ,
\]

so \(\lambda\) is indeed the mean free path.

The same law follows from a static picture. Scatter \(N\) collision points independently and uniformly on a line of length \(L=N\lambda\). The probability that none of them falls in a given stretch \(x\) is

\[
\left(1-\frac{x}{N\lambda}\right)^N\longrightarrow e^{-x/\lambda}
\qquad (N\to\infty).
\]

The exponential law thus expresses collisions that occur independently of one another. It has no memory: \(S(x+y)/S(x)=S(y)\), so a carrier that has already gone far is neither more nor less likely to collide in the next nanometre.

## The lucky flight

A carrier that starts at rest moves straight along the force. Until its first collision its energy is the work done by the field, \(E(x)=eFx\). It reaches the threshold at

\[
d=\frac{E_i}{eF}.
\]

It gets there only if the whole distance \(d\) is free of collisions. Therefore

\[
P=S(d)=e^{-d/\lambda}
=\exp\!\left(-\frac{E_i}{eF\lambda}\right).
\]

This is Shockley's lucky-electron factor. The field enters through the distance required: a weaker field demands a longer flight, and long flights are exponentially rare. The exponent compares \(E_i\) with \(eF\lambda\), the energy gained over one mean free path. When \(eF\lambda\ll E_i\), the average carrier stays far below threshold, and ionization is due to the tail of the distribution of free distances.

## From a probability to a coefficient

To find \(\alpha\), one must know how many attempts a carrier makes per unit length. A flight ends either at a collision before \(d\) or by ionization at \(d\). Its mean length is

\[
\bar\ell=\int_0^d x\,\frac{e^{-x/\lambda}}{\lambda}\,dx+d\,P .
\]

The first term is integrated by parts:

\[
\int_0^d x\,\frac{e^{-x/\lambda}}{\lambda}\,dx
=\left[-x\,e^{-x/\lambda}\right]_0^d+\int_0^d e^{-x/\lambda}dx
=-d\,P+\lambda(1-P).
\]

The terms in \(dP\) cancel, leaving

\[
\bar\ell=\lambda(1-P).
\]

Each flight starts from rest, so the flights are independent and statistically alike. In a large number \(M\) of them there are on average \(MP\) ionizations, spread over a length \(M\bar\ell\). The ratio is

\[
\alpha=\frac{P}{\lambda(1-P)}
=\frac{1}{\lambda\left[\exp\!\left(\dfrac{E_i}{eF\lambda}\right)-1\right]} .
\]

The last form follows on dividing numerator and denominator by \(P\).

A second count confirms this. Take the collision points as fixed on the line and consider a gap of length \(g\) between neighbours. The carrier enters the gap at rest, ionizes after \(d\), starts again from rest, ionizes after \(2d\), and so on. The gap holds \(\lfloor g/d\rfloor\) ionizations, where the brackets denote the integer part. This integer equals the number of values \(k=1,2,\dots\) for which \(g\ge kd\), so its mean is

\[
\sum_{k=1}^{\infty}S(kd)=\sum_{k=1}^{\infty}P^k=\frac{P}{1-P}.
\]

There is one gap per mean length \(\lambda\), and division by \(\lambda\) gives the same \(\alpha\).

The coefficient is an average over a long path. A carrier injected at rest cannot ionize at all in a layer thinner than \(d\), so \(\alpha\) describes layers much thicker than \(d\).

## Weak field, strong field and the prefactor

For \(eF\lambda\ll E_i\), \(P\) is small and

\[
\alpha\simeq\frac{1}{\lambda}\exp\!\left(-\frac{E_i}{eF\lambda}\right).
\]

The prefactor is \(1/\lambda\) because nearly every attempt ends in a collision, after a mean distance \(\lambda\). Since \(\alpha=(P/\lambda)/(1-P)\), this approximation lies below the full \(\alpha\) by the fraction \(P\) of \(\alpha\).

In the opposite limit put \(u=d/\lambda\ll1\). Then \(e^u-1=u+u^2/2+\dots\), and

\[
\alpha=\frac{1}{\lambda(u+u^2/2+\dots)}
=\frac{1}{d}\left(1-\frac{u}{2}+\dots\right)
\longrightarrow\frac{eF}{E_i}.
\]

This limit has a simple meaning. The field supplies energy \(eF\) per unit length and ionization consumes \(\alpha E_i\), so energy conservation requires \(\alpha\le eF/E_i\). The formula respects this bound at every field, because \(e^u-1\ge u\). The limit is a check on the algebra; the assumptions need not hold in a real solid at such fields.

One may be tempted to use \(eF/E_i=1/d\) as the prefactor at weak field too, writing \(\alpha=P/d\). That amounts to one attempt per length \(d\). In this model a failed attempt takes about \(\lambda\), which is much shorter than \(d\), so \(P/d\) is too small by a factor of about \(d/\lambda\).

## The slope of a plot against inverse field

Let \(s=1/F\) and \(a=E_i/(e\lambda)\), so that \(d/\lambda=as\). Then

\[
\ln\alpha=-\ln\lambda-\ln\left(e^{as}-1\right),
\]

\[
-\frac{d\ln\alpha}{ds}=\frac{a\,e^{as}}{e^{as}-1}=\frac{a}{1-P}.
\]

A plot of \(\ln\alpha\) against \(1/F\) is nearly straight while \(P\ll1\), with slope \(-a\), and becomes steeper as \(P\) grows.

The choice of prefactor affects the mean free path read from such a plot. If data obeying this model are plotted as \(\ln(\alpha/F)\), as the form \(P/d\) would suggest, then \(d\ln F/ds=-F\) gives

\[
-\frac{d\ln(\alpha/F)}{ds}=\frac{a}{1-P}-F .
\]

The slope is reduced by \(F\), and the inferred \(\lambda\) comes out too large.

## Worked numbers

Take \(E_i=1.5\) eV and \(\lambda=6\) nm as round model parameters. At \(F=0.50\) MV/cm, which is \(0.050\) V/nm, the steps are

\[
d=\frac{1.5\ \mathrm{V}}{0.050\ \mathrm{V/nm}}=30\ \mathrm{nm},
\qquad \frac d\lambda=5,
\qquad P=e^{-5}=6.74\times10^{-3}.
\]

About one flight in 148 succeeds. The coefficient is

\[
\alpha=\frac{1}{6\ \mathrm{nm}\,(e^5-1)}
=1.13\times10^{-3}\ \mathrm{nm^{-1}}
=1.13\times10^{4}\ \mathrm{cm^{-1}} .
\]

The mean distance between ionizations is \(1/\alpha\approx0.88\) µm, some thirty times \(d\). The fraction of the field's work that goes into ionization is \(\alpha d\approx0.034\); collisions take the rest.

The full result exceeds \(P/\lambda=1.123\times10^4\) cm\(^{-1}\) by less than one per cent. The form \(P/d\) gives \(2.25\times10^3\) cm\(^{-1}\), too low by a factor of five. Fitted locally with that prefactor, the slope would be \(2.52-0.50=2.02\) MV/cm, and the inferred mean free path 7.4 nm instead of 6 nm.

The field dependence is steep:

| \(F\) (MV/cm) | \(d/\lambda\) | \(P\) | \(\alpha\) (cm\(^{-1}\)) |
|---|---|---|---|
| 0.30 | 8.33 | \(2.40\times10^{-4}\) | \(4.01\times10^2\) |
| 0.50 | 5.00 | \(6.74\times10^{-3}\) | \(1.13\times10^4\) |
| 0.75 | 3.33 | \(3.57\times10^{-2}\) | \(6.17\times10^4\) |

A field larger by a factor of 2.5 raises \(\alpha\) about 150 times. Near 0.50 MV/cm, a 10% rise in field multiplies \(\alpha\) by 1.58.

These formulas were tested by placing four million collision points uniformly at random on a line and counting the gaps longer than \(d\) and the ionizations they hold. The numerical output lists the counts. The largest deviation is at 0.30 MV/cm, where the counted \(P\) is 2% below the formula. About 960 lucky gaps are expected there, with a statistical spread of about \(\sqrt{960}\approx31\), or 3%, so the difference is within sampling error.

## A soft threshold

Suppose now that a carrier above \(E_i\) does not ionize at once. Beyond \(d\), ionization has its own constant mean free path \(r\lambda\) and competes with the other collisions. The probability of reaching \(d\) is still \(P\). From there the total event probability per unit length is

\[
\frac1\lambda+\frac1{r\lambda}=\frac{1+r}{r\lambda}.
\]

The chance that the first event is an ionization is its share of this total:

\[
\frac{1/(r\lambda)}{(1+r)/(r\lambda)}=\frac1{1+r}.
\]

A flight therefore ionizes with probability \(P/(1+r)\). Its mean length is the earlier \(\lambda(1-P)\) plus, with probability \(P\), the mean extra distance \(r\lambda/(1+r)\):

\[
\bar\ell=\lambda(1-P)+\frac{P\,r\lambda}{1+r}
=\lambda\left(1-\frac{P}{1+r}\right).
\]

Dividing the probability by this length gives

\[
\alpha=\frac{P/(1+r)}{\lambda\left[1-P/(1+r)\right]}
=\frac{1}{\lambda\left[(1+r)\,e^{E_i/(eF\lambda)}-1\right]} .
\]

For \(r\to0\) the hard threshold returns. For \(F\to\infty\) the exponential tends to one and \(\alpha\to1/(r\lambda)\), as it must when practically the whole path is spent above threshold. At weak field the softness reduces \(\alpha\) by the factor \(1/(1+r)\) and leaves the exponent unchanged. With \(r=2\) and \(F=0.50\) MV/cm, \(\alpha\) drops from \(1.13\times10^4\) to \(3.75\times10^3\) cm\(^{-1}\), very nearly one third.

Here \(r\) was taken as constant. If it varies with the energy above threshold, the factor \(1/(1+r)\) becomes an average over the distances travelled beyond \(d\), and it may then depend on the field.

## A mean free path that depends on energy

The exponential distribution of distances leads to the \(1/F\) exponent, but that exponent does not require it. Let the mean free path be a function \(\lambda(E)\) of energy alone, and return to the hard threshold. Along a flight from rest, \(E=eFx\), so

\[
\frac{dS}{dx}=-\frac{S}{\lambda(eFx)} .
\]

Integrating from \(0\) to \(d\) and changing variable with \(dx=dE/(eF)\) gives

\[
P=\exp\!\left(-\int_0^d\frac{dx}{\lambda(eFx)}\right)
=\exp\!\left(-\frac{1}{eF}\int_0^{E_i}\frac{dE}{\lambda(E)}\right).
\]

The remaining integral does not contain the field. With

\[
\frac1{\lambda_{\rm eff}}=\frac1{E_i}\int_0^{E_i}\frac{dE}{\lambda(E)},
\]

the result is again \(P=\exp[-E_i/(eF\lambda_{\rm eff})]\), provided the integral is finite. The inverse mean free path is averaged, so energies at which collisions are frequent weigh most.

A constant mean collision time \(\tau\) is an instructive case. For a carrier of mass \(m\), \(\lambda(E)=\tau\sqrt{2E/m}\), and

\[
\int_0^{E_i}\frac{dE}{\tau\sqrt{2E/m}}
=\frac1\tau\sqrt{\frac m2}\;2\sqrt{E_i}
=\frac{\sqrt{2mE_i}}{\tau}.
\]

Hence

\[
\lambda_{\rm eff}=\frac{E_i\,\tau}{\sqrt{2mE_i}}
=\tau\sqrt{\frac{E_i}{2m}}=\frac{v_i\tau}{2},
\qquad v_i=\sqrt{\frac{2E_i}{m}} .
\]

The same exponent follows from time: the carrier needs \(t_i=mv_i/(eF)\) to reach threshold, and \(P=e^{-t_i/\tau}\). The distances are not exponentially distributed here. From \(x=eFt^2/(2m)\),

\[
S(x)=\exp\!\left(-\frac1\tau\sqrt{\frac{2mx}{eF}}\right).
\]

For \(\tau=16\) fs and the free-electron mass, \(v_i=7.26\times10^5\) m/s and \(\lambda_{\rm eff}=5.81\) nm. At 0.50 MV/cm, \(P=5.73\times10^{-3}\); sampling collision times and computing the energies from Newton's law gave \(5.67\times10^{-3}\). The difference is 1.0%, about 1.5 times the statistical spread for the roughly 23 000 successes expected among four million flights, so it is compatible with chance.

The prefactor of \(\alpha\) does change. At weak field the mean flight length is \(eF\langle t^2\rangle/(2m)\), and \(\langle t^2\rangle=2\tau^2\) for exponentially distributed times, so

\[
\alpha\simeq\frac{m}{eF\tau^2}\,
\exp\!\left(-\frac{E_i}{eF\lambda_{\rm eff}}\right).
\]

Observing the \(1/F\) exponent therefore does not show that the mean free path is constant, and the prefactor depends on how collisions vary with energy.

## When collisions do not remove all the energy

The assumption still to be relaxed is the return to zero energy. To see what it does, return to constant \(\lambda\) and a hard threshold, keep the motion forward, and let a collision remove at most \(E_r\): the energy after it is \(E-E_r\), or zero if \(E<E_r\).

A flight that starts with energy \(E_0<E_i\) has to cover only \((E_i-E_0)/(eF)\). It succeeds with probability

\[
\exp\!\left(-\frac{E_i-E_0}{eF\lambda}\right)\ge P .
\]

No flight has a poorer chance than one from rest, so the lucky-electron formula underestimates \(\alpha\) when energy is carried over.

The size of the effect can be judged from success in two flights. Let \(b=E_r/(eF)<d\). A first flight of length \(g\), with \(b<g<d\), leaves energy \(eF(g-b)\), and the second must then cover \(d-g+b\). The probability of this route is

\[
\int_b^d\frac{dg}{\lambda}\,e^{-g/\lambda}\,e^{-(d-g+b)/\lambda}
=\frac{d-b}{\lambda}\,e^{-(d+b)/\lambda},
\]

because \(g\) cancels in the exponent. Relative to \(P=e^{-d/\lambda}\) it is

\[
q=\frac{E_i-E_r}{eF\lambda}\,
\exp\!\left(-\frac{E_r}{eF\lambda}\right).
\]

The lucky picture needs \(q\ll1\). When \(E_i\) is well above both \(E_r\) and \(eF\lambda\), this requires \(E_r\) to be several times \(eF\lambda\). While \(E_r>eF\lambda\), \(q\) increases with field, since \(d\ln q/d\ln F=E_r/(eF\lambda)-1\). If instead \(eF\lambda>E_r\), the field supplies more energy per mean free path than a collision can remove. If the threshold lies far above both energies, carriers then heat up over many collisions until they ionize, and collision-free flights from rest are no longer the main route.

For \(E_r=0.5\) eV, \(q\) is 0.35 at 0.30 MV/cm and 0.63 at 0.50 MV/cm. A simulation of this model, which includes longer chains of flights, gives coefficients 1.36 and 1.76 times the lucky-electron values. The first ratio rests on about 6500 counted ionizations and so has a sampling error of a little over 1%; free of sampling error, the model gives 1.38 (\(\alpha=553\) cm\(^{-1}\)) and 1.76. These ratios are not exactly \(1+q\): longer chains add ionizations, while fewer flights start from rest, which lowers the number of chains. Like \(q\), the ratios rise between these two fields.

The error also enters a fitted mean free path. Between these two fields the simulated \(\alpha\) rises from 545 to \(1.99\times10^4\) cm\(^{-1}\), so the mean slope against \(1/F\) is

\[
\frac{\ln(1.99\times10^4/545)}{(1/0.30-1/0.50)\ \mathrm{cm/MV}}
\approx2.70\ \mathrm{MV/cm}.
\]

Equating this to \(E_i/(e\lambda)\) would give \(\lambda\approx5.6\) nm, although the true value is 6 nm. (Without sampling error the slope is 2.69 MV/cm and the prefactor below is \(4.3\times10^6\) cm\(^{-1}\); the inferred lengths are unchanged.) For this large \(E_r\), the slope alone thus gives a plausible mean free path even though the reset assumption fails. For a hard threshold the prefactor is a stricter test; a soft threshold lowers it, also steepens the slope, and can hide the discrepancy in part or altogether. The straight line through these two points has the prefactor \(4.4\times10^6\) cm\(^{-1}\), whose inverse is about 2.3 nm, whereas the lucky-electron form at weak field requires it to equal the \(\lambda\) found from the slope.

The loss \(E_r=0.5\) eV is a model value, far above the energy of one optical phonon, which is about 0.06 eV in silicon. With \(\lambda=6\) nm, \(eF\lambda\) exceeds such a phonon energy from about 0.1 MV/cm upward, so at all the fields used above single phonon collisions do not reset the energy. With \(E_r=0.063\) eV the forward-only model gives about 330 and 23 times the lucky-electron \(\alpha\) at 0.30 and 0.50 MV/cm, and the slope would suggest \(\lambda\approx29\) nm. A \(\lambda\) fitted to the lucky-electron form for a real solid is therefore an effective parameter and need not be the phonon mean free path.

This comparison keeps all motion forward. Real phonon scattering also turns the carrier, so that energy retained after a collision may belong to motion across or against the force. The ratios above therefore measure the reset assumption within a one-dimensional model and are not corrections to be applied to a given solid.

## Computed values

```
ionization energy E_i = 1.50 eV
mean free path lambda = 6.00 nm
collision points on the line = 4000000
F = 0.30 MV/cm: d = 50.00 nm, d/lambda = 8.333
  P formula = 2.4037e-04, counted = 2.3550e-04
  alpha formula = 4.0071e+02 1/cm, counted = 3.9250e+02 1/cm
F = 0.40 MV/cm: d = 37.50 nm, d/lambda = 6.250
  P formula = 1.9305e-03, counted = 1.9162e-03
  alpha formula = 3.2236e+03 1/cm, counted = 3.2029e+03 1/cm
F = 0.50 MV/cm: d = 30.00 nm, d/lambda = 5.000
  P formula = 6.7379e-03, counted = 6.6997e-03
  alpha formula = 1.1306e+04 1/cm, counted = 1.1253e+04 1/cm
F = 0.60 MV/cm: d = 25.00 nm, d/lambda = 4.167
  P formula = 1.5504e-02, counted = 1.5433e-02
  alpha formula = 2.6247e+04 1/cm, counted = 2.6124e+04 1/cm
F = 0.75 MV/cm: d = 20.00 nm, d/lambda = 3.333
  P formula = 3.5674e-02, counted = 3.5683e-02
  alpha formula = 6.1656e+04 1/cm, counted = 6.1664e+04 1/cm
mean flight length at 0.50 MV/cm = 5.9596 nm
weak-field form P/lambda at 0.50 MV/cm = 1.1230e+04 1/cm
one-attempt-per-d form P/d at 0.50 MV/cm = 2.2460e+03 1/cm
local slope at 0.50 MV/cm = 2.5170 MV/cm
local slope at 0.75 MV/cm = 2.5925 MV/cm
weak-field slope E_i/(e lambda) = 2.5000 MV/cm
alpha(0.55 MV/cm)/alpha(0.50 MV/cm) = 1.5816
soft threshold: r = 2.0, ionization free path = 12.0 nm
  F = 0.50 MV/cm: P/(1+r) = 2.2460e-03, counted = 2.2640e-03
  alpha formula = 3.7517e+03 1/cm, counted = 3.7782e+03 1/cm
  F = 0.75 MV/cm: P/(1+r) = 1.1891e-02, counted = 1.1921e-02
  alpha formula = 2.0057e+04 1/cm, counted = 2.0104e+04 1/cm
constant collision time tau = 16.0 fs, free-electron mass
  speed at E_i = 7.2639e+05 m/s, lambda_eff = 5.8111 nm
  F = 0.40 MV/cm: P formula = 1.5756e-03, counted = 1.5543e-03
  F = 0.50 MV/cm: P formula = 5.7274e-03, counted = 5.6698e-03
  F = 0.75 MV/cm: P formula = 3.2011e-02, counted = 3.2079e-02
partial loss: at most E_r = 0.50 eV per collision
  F = 0.30 MV/cm: e F lambda = 0.180 eV, alpha = 5.451e+02 1/cm
  ratio to lucky-electron alpha = 1.36
  F = 0.50 MV/cm: e F lambda = 0.300 eV, alpha = 1.991e+04 1/cm
  ratio to lucky-electron alpha = 1.76
```
